# Excitation energy and ghost interaction in the Hubbard dimer ensemble

## Problem

Two electrons occupy a dimer with hopping amplitude $-t$, where $t>0$, and on-site repulsion $U>0$. Site 1 has potential $-\Delta v/2$ and site 2 has $+\Delta v/2$. With occupations $n_1+n_2=2$, the density is fixed by

$$\nu=\frac{n_1-n_2}{2},\qquad n_1=1+\nu,\quad n_2=1-\nu ,$$

and the potential energy is $\frac{\Delta v}{2}(n_2-n_1)=-\Delta v\,\nu$.

Mix the two lowest singlets, of energies $E_0$ and $E_1$, with weights $1-w$ and $w$, where $0\le w\le 1/2$:

$$E^w=(1-w)E_0+wE_1,\qquad \nu^w=(1-w)\nu_0+w\nu_1 .$$

(a) Construct the exact density functional of this ensemble. (b) Relate $E_1-E_0$ to the gap of the Kohn-Sham system, the non-interacting dimer with density $\nu^w$. (c) Find the ghost interaction, the spurious repulsion between the densities of different ensemble members, and separate it from other errors. Evaluate the results for $t=1$, $U=3$, $\Delta v=2$. These are round model parameters, and all energies are in units of $t$.

## A tempting solution

Begin with the Kohn-Sham system, whose treatment here is correct. For potential difference $\Delta v_s$ the orbital energies are $\pm R/2$, with $R=\sqrt{4t^2+\Delta v_s^2}$. The ground state fills the lower orbital twice and has energy $-R$. The first excited singlet has one electron in each orbital and energy zero. The gap is therefore $R$, and the ensemble energy is $-(1-w)R$.

Write the lower orbital as $(\cos\theta,\sin\theta)$ and the upper as $(-\sin\theta,\cos\theta)$. The doubly filled lower orbital has density difference $x=\cos2\theta$. With one electron in each orbital, both sites have occupation 1, so the excited state has density difference zero. Hence $\nu=(1-w)x$. Since energy depends on potential through $-\Delta v_s\nu$, differentiation of $-(1-w)R$ gives $\nu=(1-w)\Delta v_s/R$, so $x=\Delta v_s/R$. Then $R^2=4t^2+x^2R^2$, or $R=2t/\sqrt{1-x^2}$. Removing the potential energy from the ensemble energy leaves

$$T_s^w=-(1-w)R+\Delta v_s\nu=-(1-w)R(1-x^2)=-2t\sqrt{(1-w)^2-\nu^2}.$$

Its derivatives are

$$\frac{\partial T_s^w}{\partial \nu}=\frac{2t\nu}{\sqrt{(1-w)^2-\nu^2}}=\Delta v_s,\qquad
\frac{\partial T_s^w}{\partial w}=\frac{2t(1-w)}{\sqrt{(1-w)^2-\nu^2}}=R .$$

Now comes the tempting step. In a closed-shell determinant each spin has occupation $n_i/2$ on site $i$, so the Hartree-exchange energy is

$$E_{\rm mf}(\nu)=\frac U4(n_1^2+n_2^2)=\frac U2(1+\nu^2).$$

Insert the ensemble density into this ground-state expression. At fixed density it has no dependence on $w$, so the weight derivative of $T_s^w+E_{\rm mf}$ is $R$. The excitation energy would then be the bare Kohn-Sham gap.

For $w=0.25$, diagonalizing the interacting dimer gives $\nu_0=0.2427$ and $\nu_1=0.6670$, so

$$\nu^w=0.75(0.2427)+0.25(0.6670)=0.3488,$$

$$R=\frac{2(0.75)}{\sqrt{0.5625-0.1216}}=2.259 .$$

The same diagonalization gives $E_1-E_0=1.8176-(-1.2217)=3.039$. The estimate is too low by 0.780.

One may suspect the ghost interaction. The Kohn-Sham states have site occupations $(1+x,1-x)$ and $(1,1)$. Squaring their weighted sum produces the cross term

$$G=2w(1-w)\frac U4\big[(1+x)+(1-x)\big]=w(1-w)U .$$

Deleting it changes the weight derivative by $-\partial G/\partial w=-(1-2w)U=-1.5$. The estimate becomes $2.259-1.5=0.759$, which is worse.

## Where it fails

The inserted expression belongs to the ensemble with $w=0$. One density can come from ensembles with different weights, and these generally have different interaction energies. A ground-state functional has no record of this difference, so its weight derivative at fixed density is zero. This objection applies even to the exact ground-state functional.

Deleting $G$ fails for a related reason. The square that creates the cross term also gives the states' own interactions the weights $(1-w)^2$ and $w^2$, where $1-w$ and $w$ are required. In the derivative of $E_{\rm mf}$ these weight errors more than offset $G$: as follows from the separation below, the slope of $G$ and the weight errors together at fixed density is $-Ux^2/2$. At $w=0.25$ this is $-0.324$, made of $+1.5$ from $G$ and $-1.824$ from the weight errors. Deleting $G$ by itself destroys this offset.

## The exact functional

Use the singlet basis of double occupation of site 1, double occupation of site 2, and the covalent singlet with one electron per site. Hopping connects each doubly occupied state to both components of the covalent singlet, whose normalization gives a coupling $-2t/\sqrt2=-\sqrt2\,t$. Thus

$$H=\begin{pmatrix}U-\Delta v&0&-\sqrt2t\\0&U+\Delta v&-\sqrt2t\\-\sqrt2t&-\sqrt2t&0\end{pmatrix}.$$

Its determinant is

$$-2t^2(U-\Delta v)-2t^2(U+\Delta v)=-4t^2U<0 .$$

An odd number of eigenvalues is therefore negative. The trace $2U>0$ excludes three, so $E_0<0<E_1$. The triplet has one electron on each site and energy zero, so it lies between these singlets. It is excluded by spin symmetry; the excitation studied here is not the lowest one of the dimer.

**Variational principle.** Let $\Psi_0,\Psi_1$ be any orthonormal singlets and $h_K=\langle\Psi_K|H|\Psi_K\rangle$. Then

$$(1-w)h_0+wh_1=(1-2w)h_0+w(h_0+h_1)\ge(1-2w)E_0+w(E_0+E_1)=E^w .$$

The coefficients are non-negative because $w\le1/2$. The bound on $h_0+h_1$ holds because the pair places total weight 2 on the eigenstates, with at most 1 on each; the smallest sum puts weight 1 on each of the lowest two.

For a fixed pair the left side is linear in $\Delta v$. Its minimum $E^w$ is therefore concave, and the Hellmann-Feynman theorem gives $dE^w/d\Delta v=-\nu^w$.

The concavity is strict. First, $E_0$ and $E_1$ never meet. If they did, some combination of the two eigenvectors would have no covalent component. The first two rows of the eigenvalue equation and the third row then require $\Delta v=0$ and energy $U$. But at $\Delta v=0$ the three energies are $U$ and $[U\pm\sqrt{U^2+16t^2}]/2$, all different. Likewise $E_1$ and $E_2$ never meet. So $E^w$ is analytic in $\Delta v$. A straight portion would make it straight everywhere and, since exchanging the sites makes it even, constant. This contradicts its fall as $-(1-w)|\Delta v|$ at large $|\Delta v|$.

At large positive $\Delta v$ the two states tend to double occupation of site 1 and the covalent singlet, so $\nu^w\to1-w$. The opposite limit gives $-(1-w)$. Each density with $|\nu|<1-w$ thus comes from one potential difference, in the interacting and in the Kohn-Sham system.

**Definition.** For these densities set

$$F^w(\nu)=\max_{\Delta v}\,[E^w(\Delta v)+\Delta v\,\nu].$$

This is also the lowest ensemble expectation value of hopping plus repulsion at density $\nu$. Indeed, for any pair with that density the variational principle gives $\langle T+U\rangle_w\ge E^w(\Delta v)+\Delta v\,\nu$ for every $\Delta v$, and the eigenstates at the maximizing potential reach equality. The functional is exact for this model; its values follow from a one-dimensional numerical maximization.

## The excitation energy

Fix $\nu$, and let $\Delta v_w$ be the maximizing potential at weight $w$. Using it as a trial potential at a larger weight $w'$ gives

$$F^{w'}(\nu)-F^w(\nu)\ge(w'-w)\,(E_1-E_0)\big|_{\Delta v_w}.$$

Using $\Delta v_{w'}$ as a trial potential at $w$ gives

$$F^{w'}(\nu)-F^w(\nu)\le(w'-w)\,(E_1-E_0)\big|_{\Delta v_{w'}} .$$

The maximizer is unique and varies continuously. Dividing by $w'-w$ and letting $w'\to w$ gives $\partial F^w/\partial w=E_1-E_0$. The same argument with $\nu$ varied gives $\partial F^w/\partial\nu=\Delta v$.

Define $E_{\rm Hxc}^w=F^w-T_s^w$. Substituting the derivatives of $T_s^w$ yields, at $\nu=\nu^w$,

$$\boxed{E_1-E_0=R+\left.\frac{\partial E_{\rm Hxc}^w}{\partial w}\right|_\nu},\qquad
\Delta v_s=\Delta v-\frac{\partial E_{\rm Hxc}^w}{\partial\nu}.$$

The first relation holds for $0\le w<1/2$, with the derivative taken from the right at $w=0$. The Hartree energy $\frac U2(n_1^2+n_2^2)$ depends on density alone, so the weight derivative comes from exchange and correlation.

## Exact Hartree-exchange

Take the repulsion in each Kohn-Sham state. In the ground state the amplitudes of the doubly occupied configurations are $\cos^2\theta$ and $\sin^2\theta$, so the repulsion is

$$U(\cos^4\theta+\sin^4\theta)=\frac U2(1+x^2).$$

In the excited singlet they are $\mp\sqrt2\sin\theta\cos\theta$, and the repulsion is

$$4U\sin^2\theta\cos^2\theta=U\sin^2 2\theta=U(1-x^2).$$

Weighting the two energies linearly gives

$$E_{\rm Hx}^w=(1-w)\frac U2(1+x^2)+wU(1-x^2)
=\frac U2\left[1+w+\frac{(1-3w)\nu^2}{(1-w)^2}\right].$$

For the derivative at fixed $\nu$, use

$$\frac{d}{dw}\frac{1-3w}{(1-w)^2}=\frac{-3(1-w)+2(1-3w)}{(1-w)^3}=-\frac{1+3w}{(1-w)^3},$$

so that

$$\frac{\partial E_{\rm Hx}^w}{\partial w}=\frac U2\left[1-\frac{\nu^2(1+3w)}{(1-w)^3}\right].$$

The remainder $E_c^w=E_{\rm Hxc}^w-E_{\rm Hx}^w$ is correlation. The Kohn-Sham pair is an allowed trial pair at density $\nu$, so $F^w\le T_s^w+E_{\rm Hx}^w$ and $E_c^w\le0$. Its weight derivative has no such fixed sign.

At $w=0.25$ the Hartree-exchange derivative is

$$1.5\left[1-\frac{0.1216(1.75)}{0.4219}\right]=0.743 .$$

The correlation derivative is 0.037, and the sum is $2.259+0.743+0.037=3.039$, as required.

The small correlation derivative is particular to this weight. At $w=0$ the three contributions are 2.062, 1.412 and $-0.434$; at $w=0.4$ they are 2.754, $-1.098$ and 1.384. Each set adds to 3.039 within rounding. The division between gap and derivative depends on $w$, while the excitation energy does not. The Hartree-exchange derivative becomes negative when $\nu^2(1+3w)>(1-w)^3$, which is satisfied at $w=0.4$.

## Isolating the ghost interaction

Let $e_{KL}=\frac U4\sum_i n_i^K n_i^L$, with the Kohn-Sham state densities. Then $e_{00}=\frac U2(1+x^2)$ and $e_{11}=e_{01}=\frac U2$, and

$$E_{\rm mf}=(1-w)^2e_{00}+w^2e_{11}+2w(1-w)e_{01}.$$

The last term is $G$. Hartree energy alone contains $2G$, because its prefactor is $U/2$; same-spin exchange built from the ensemble density removes half.

Two further differences from $E_{\rm Hx}^w$ remain. The self terms lack the weight

$$D=w(1-w)(e_{00}+e_{11})=w(1-w)U\left(1+\frac{x^2}{2}\right).$$

The open-shell singlet has repulsion $U(1-x^2)$, not $e_{11}$, which requires the extra term

$$X=w\left[U(1-x^2)-\frac U2\right]=wU\left(\frac12-x^2\right).$$

Consequently $E_{\rm mf}-E_{\rm Hx}^w=G-D-X$. At $w=0.25$, $x=0.3488/0.75=0.465$, and

$$G-D-X=0.5625-0.6233-0.2128=-0.2736 .$$

The ghost term is positive, yet the total mean-field error relative to exact Hartree-exchange is negative. At $w=0$ all three terms vanish, but their slopes do not: that of $G$ is $U$, and, since $E_{\rm mf}$ has zero slope at fixed density, that of the total $G-D-X$ is $-\partial E_{\rm Hx}^w/\partial w=-1.412$. A correct ground-state energy therefore does not protect the excitation energy.

The corrections can be made in order at the exact ensemble density. Deleting $G$ gave 0.759. Restoring linear weights as well gives the energy $\frac U2[1+\nu^2/(1-w)]$, whose slope is $Ux^2/2=0.324$; the estimate is $2.259+0.324=2.583$. Including the open-shell term gives $2.259+0.743=3.002$. The remaining 0.037 is the correlation derivative.

This separation refers to Kohn-Sham state densities, here 0.465 and 0, while the interacting states have 0.243 and 0.667. The Kohn-Sham system reproduces their weighted sum, not each density. With interacting-state densities the cross term would instead be $w(1-w)U(1+\nu_0\nu_1)$, so a quoted ghost energy must state which densities define it.

## Self-consistent approximations

Now omit correlation and minimize $T_s^w+E_{\rm Hx}-\Delta v\,\nu$ over $\nu$, with either the mean-field expression $E_{\rm mf}$ or the exact $E_{\rm Hx}^w$ for $E_{\rm Hx}$. The latter is called ghost-free below; it lacks $G$ and also includes $D$ and $X$. Stationarity in $\nu$ makes the slope in $w$ equal to the gap plus the explicit weight derivative, both at the approximate density.

| Functional | Slope, $w=0$ | Slope, $w=0.25$ |
|---|---:|---:|
| Mean field | 2.169 | 2.235 |
| Ghost-free | 3.444 | 2.779 |
| Exact | 3.039 | 3.039 |

The ghost-free slopes are closer to the exact value at these two weights, but they vary more, and the ranking reverses at larger weight: at $w=0.4$ the ghost-free slope is 1.298 and the mean-field slope 2.292, against the exact 3.039. At $w=0.125$ the ghost-free energy lies 0.019 above the chord joining $w=0$ and $w=0.25$; the mean-field energy lies 0.002 below its chord. Removing the ghost interaction does not make an approximate ensemble energy linear.

The sign of the mean-field curvature can be derived. The root in $T_s^w$ is the geometric mean of the positive linear functions $1-w-\nu$ and $1-w+\nu$, hence jointly concave in $w$ and $\nu$. Thus $T_s^w$ is jointly convex, and so is its sum with $E_{\rm mf}-\Delta v\,\nu$. Minimizing a jointly convex function over $\nu$ leaves a convex function of $w$.

Energies and slopes can also rank the approximations differently. At $w=0.25$ the mean-field energy is $-0.344$, the ghost-free energy $-0.091$ and the exact energy $-0.462$. At the exact density, the mean-field error of $-0.274$ partly takes the place of the omitted correlation energy of $-0.392$. This brings the energy closer without supplying the missing weight derivative.

## The symmetric dimer

At $\Delta v=0$ both states have $\nu=0$. The ground state has energy $[U-\sqrt{U^2+16t^2}]/2$, and the first excited singlet has energy $U$, so

$$E_1-E_0=\frac{U+\sqrt{U^2+16t^2}}2 .$$

For $U=3$ this is 4. The mean-field ensemble energy is $-2t(1-w)+U/2$. It is linear in $w$, but its slope is 2: linearity does not certify a functional.

At this density the gap is $2t$ and the Hartree-exchange derivative is $U/2$. Their sum, 3.5, leaves 0.5 for correlation. For $U\ll t$ the exact result expands as $2t+U/2+U^2/(16t)+\cdots$, so the first two terms are the gap and exact Hartree-exchange. For $U\gg t$ it approaches $U+4t^2/U$. The Kohn-Sham gap remains $2t$, and correlation must supply about half of the leading energy $U$.

The numerical output below gives the values to more digits.

## Values computed for the example and the checks

```
Hopping t = 1.0 (energy unit)
Repulsion U = 3.0 t, potential difference dv = 2.0 t
Singlet energies E0, E1, E2 = -1.22168, 1.81763, 5.40405 t
Exact excitation energy E1-E0 = 3.03931 t
Interacting-state nu: ground 0.24267, excited 0.66701 (electrons)
Exact decomposition (energies in t, nu in electrons):
  w=0.00: nu=0.24267, KS gap=2.06162, dE_Hx/dw=1.41167, dE_c/dw=-0.43398, sum=3.03931
  w=0.10: nu=0.28510, KS gap=2.10859, dE_Hx/dw=1.28258, dE_c/dw=-0.35186, sum=3.03931
  w=0.25: nu=0.34875, KS gap=2.25910, dE_Hx/dw=0.74321, dE_c/dw=0.03700, sum=3.03931
  w=0.40: nu=0.41240, KS gap=2.75354, dE_Hx/dw=-1.09838, dE_c/dw=1.38415, sum=3.03931
At w = 0.25 and the exact ensemble density:
  KS-state nu: ground 0.46500, excited 0.00000 (electrons)
  KS potential difference = 1.05048 t
  F = 0.23565 t, Ts = -1.32797 t
  E_Hxc = 1.56362 t
  Exact E_Hx = 1.95608 t
  Correlation energy = -0.39247 t
  Mean-field E_Hx of ensemble density = 1.68244 t
  Ghost interaction G = 0.56250 t
  Missing self-term weight D = 0.62331 t
  Missing open-shell term X = 0.21283 t
  Total mean-field error G-D-X = -0.27364 t
  Ghost slope dG/dw = 1.50000 t (at w=0: 3.00000 t)
Excitation estimates at that density, without correlation:
  mean field (bare KS gap) = 2.25910 t
  ghost deleted alone = 0.75910 t
  ghost deleted, linear weights = 2.58343 t
  exact Hartree-exchange = 3.00230 t
Self-consistent results without correlation:
  mean field: E(w=0) = -0.89351 t, E(w=0.25) = -0.34371 t
    midpoint minus chord = -0.002038 t
    w=0.00: nu=0.38693 electrons, excitation=2.16894 t, error=-0.87037 t
    w=0.25: nu=0.33448 electrons, excitation=2.23453 t, error=-0.80478 t
  ghost-free Hx: E(w=0) = -0.89351 t, E(w=0.25) = -0.09078 t
    midpoint minus chord = 0.019116 t
    w=0.00: nu=0.38693 electrons, excitation=3.44437 t, error=0.40506 t
    w=0.25: nu=0.43436 electrons, excitation=2.77937 t, error=-0.25994 t
Exact ensemble energy: E(w=0) = -1.22168 t, E(w=0.25) = -0.46185 t
Symmetric dimer (dv=0): exact excitation = 4.00000 t, mean field = 2.00000 t
```
